\section*{Wilsonian flow of the electric charge and one-loop triviality of QED}

\section{What symmetry and dimensions fix}

Consider quantum electrodynamics with one charged Dirac field, the electron, and a wavenumber cutoff $\Lambda$. We use atomic units with Gaussian fields: $\hbar=m=1$ and the measured charge is 1. The measured coupling is then $\alpha=1/c$, and the inverse reduced Compton length is $\kappa=mc/\hbar=c$. The charge $q$ in the cutoff action differs from 1 and defines the bare coupling $\alpha_\Lambda=q^2/c$.

Absorb the charge into the field, $a_\mu=(q/c)A_\mu$. The covariant derivative $D_\mu=\partial_\mu-ia_\mu$ then contains no charge. With Euclidean time $x_4=c\tau$, the field action is
\begin{equation}
\frac1c\int d^4x\,\frac{F_{\mu\nu}F_{\mu\nu}}{16\pi}
=\int d^4x\,\frac{f_{\mu\nu}f_{\mu\nu}}{16\pi\alpha_\Lambda},
\label{action}
\end{equation}
where $f_{\mu\nu}=\partial_\mu a_\nu-\partial_\nu a_\mu$, because $F=(c/q)f$ and $c/q^2=1/\alpha_\Lambda$.

Integrating out electron modes in a slowly varying background $a$ changes this action. Gauge invariance forbids a term $a^2$. Rotation invariance and parity leave $f^2$ as the one quadratic term without further derivatives. Since $a$ is an inverse length, $f^2d^4x$ is dimensionless, and so is its coefficient. The electron loop knows no charge, so its contribution to $1/\alpha$ is a function of $\Lambda/\kappa$ alone. For wavenumbers $k\gg\kappa$ no scale is left, and a shell of width $dk$ can contribute only a number times $dk/k$. Hence, for $\Lambda\gg\kappa$,
\begin{equation}
\frac1\alpha=\frac1{\alpha_\Lambda}+b\ln\frac{\Lambda}{\kappa}+\text{const}.
\label{form}
\end{equation}
What remains is the number $b$. Within this one-loop form its sign decides the outcome: if $b>0$, a fixed $\alpha_\Lambda$ forces $\alpha$ to zero as $\Lambda\to\infty$. The conditions under which this survives higher orders are examined later. Two derivations follow, both giving $b=2/(3\pi)$.

Both work to one loop. A virtual photon inside the electron loop costs a further factor of the coupling, so photon shells and the running of the mass are corrections of higher order. Both use a constant magnetic background $f_{12}=-f_{21}=B>0$, for which $f_{\mu\nu}f_{\mu\nu}=2B^2$ and the action density is $B^2/(8\pi\alpha_\Lambda)$.

\section{First derivation: removing wavenumber shells}

\subsection{The electron determinant}

Let $\gamma_\mu$ be Hermitian with $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$. The integral over the electron field gives $\det(\gamma\cdot D+\kappa)$, which adds $\Delta S=-\ln\det(\gamma\cdot D+\kappa)$ to the action. Since $\gamma_5(\gamma\cdot D)\gamma_5=-\gamma\cdot D$, the determinant is unchanged by $\gamma\cdot D\to-\gamma\cdot D$. The product of the two forms is $\det X$ with $X=\kappa^2-(\gamma\cdot D)^2$, so $\Delta S=-\frac12\mathrm{Tr}\ln X$. From $\ln X=-\int_0^\infty\frac{ds}{s}(e^{-sX}-e^{-s})$,
\begin{equation}
\Delta S=\frac12\int_0^\infty\frac{ds}{s}\,\mathrm{Tr}\,e^{-sX}+\text{(field-independent)}.
\label{proper}
\end{equation}

Define the kinetic wavenumbers $\Pi_\mu=-iD_\mu$. Then $[D_1,D_2]=-iB$ and $[\Pi_1,\Pi_2]=iB$. In $-(\gamma\cdot D)^2=(\gamma\cdot\Pi)^2$ the cross terms leave one commutator:
\begin{equation}
X=\kappa^2+\Pi_1^2+\Pi_2^2+k_\parallel^2+B\,i\gamma_1\gamma_2 .
\end{equation}
Here $k_\parallel^2=k_3^2+k_4^2$ is an ordinary number for plane waves. The matrix $i\gamma_1\gamma_2$ is traceless with square 1, so it has eigenvalues $\pm1$, two of each. The spin trace of its exponential is $4\cosh Bs$.

\subsection{A gauge-invariant shell}

A cut in the canonical wavenumber $-i\partial_\mu$ would depend on the gauge. We label phase space by the kinetic wavenumber instead. To the operator $e^{i(u_1\Pi_1+u_2\Pi_2)}$ assign the function $e^{i(u_1k_1+u_2k_2)}$, and extend this linearly; the function is called the symbol of the operator. Two facts are needed.

First, the trace. The operator $e^{iu\cdot\Pi}$ shifts position by $u$ and multiplies by a phase, so its diagonal element is $\delta^2(u)=\int\frac{d^2k}{(2\pi)^2}e^{iu\cdot k}$. Therefore the trace of an operator is the integral of its symbol over $d^2x\,d^2k/(2\pi)^2$.

Second, the product. Since $e^Pe^Q=e^{P+Q}e^{[P,Q]/2}$ when the commutator is a number, multiplying the exponentials with parameters $u$ and $v$ gives the extra factor $\exp[-\frac{iB}{2}(u_1v_2-u_2v_1)]$. A derivative $\partial_j$ acting on the first or second symbol produces $iu_j$ or $iv_j$, so the product of operators has the symbol
\begin{equation}
f\star g=f\exp\!\Big[\frac{iB}{2}\big(\overleftarrow{\partial_1}\overrightarrow{\partial_2}-\overleftarrow{\partial_2}\overrightarrow{\partial_1}\big)\Big]g .
\end{equation}
For $f=k_\perp^2=k_1^2+k_2^2$ and a function $g$ of $k_\perp^2$, the first-order term $iB(k_1\partial_2-k_2\partial_1)g$ vanishes. The second-order term is $\frac12(iB/2)^2\,2\nabla_k^2g=-\frac{B^2}{4}\nabla_k^2g$. Higher terms vanish because $f$ is quadratic.

The symbol $w$ of $e^{-s(\Pi_1^2+\Pi_2^2)}$ thus obeys $\partial_sw=-k_\perp^2w+\frac{B^2}{4}\nabla_k^2w$ with $w=1$ at $s=0$. Try $w=A(s)e^{-g(s)k_\perp^2}$, for which $\nabla_k^2w=(4g^2k_\perp^2-4g)w$. Equating powers of $k_\perp^2$ gives
\begin{equation}
g'=1-B^2g^2,\qquad A'/A=-B^2g,
\end{equation}
with $g(0)=0$, $A(0)=1$. The solution is $g=\tanh(Bs)/B$ and $A=1/\cosh Bs$. The spin trace cancels $A$, and the traced symbol of $e^{-sX}$ is
\begin{equation}
4\exp\!\Big[-\frac{\tanh Bs}{B}k_\perp^2-s(k_\parallel^2+\kappa^2)\Big].
\label{symbol}
\end{equation}

\subsection{The flow}

For $B\ll\kappa^2$ expand $\tanh(Bs)/B=s-B^2s^3/3+\dots$. With $k^2=k_\perp^2+k_\parallel^2$, the $B^2$ term of \eqref{symbol} is $\frac43B^2s^3k_\perp^2e^{-s(k^2+\kappa^2)}$. Insert it in \eqref{proper} and use $\int_0^\infty s^2e^{-sE}ds=2/E^3$:
\begin{equation}
\frac12\cdot\frac43B^2k_\perp^2\cdot\frac{2}{(k^2+\kappa^2)^3}
=\frac{4B^2k_\perp^2}{3(k^2+\kappa^2)^3}.
\end{equation}
On a spherical shell in four dimensions the average of $k_\perp^2$ is $k^2/2$, and the measure is $d^4k/(2\pi)^4=2\pi^2k^3dk/(16\pi^4)=k^3dk/(8\pi^2)$. The shell therefore adds the action density
\begin{equation}
\frac{2B^2k^2}{3(k^2+\kappa^2)^3}\,\frac{k^3dk}{8\pi^2}
=\frac{B^2}{12\pi^2}\frac{k^5\,dk}{(k^2+\kappa^2)^3}.
\end{equation}
Let $\alpha_k$ be the coupling after all shells above $k$ have been removed. Removing one more adds to $B^2/(8\pi\alpha_k)$, so the increase of $1/\alpha_k$ is $8\pi/B^2$ times the shell action. Since $8\pi/(12\pi^2)=2/(3\pi)$ and $k$ decreases,
\begin{equation}
\frac{d(1/\alpha_k)}{d\ln k}=-b\,\frac{k^6}{(k^2+\kappa^2)^3},\qquad b=\frac{2}{3\pi}.
\label{flow}
\end{equation}
The charge shrinks towards small wavenumbers: virtual pairs screen it. The factor multiplying $-b$ is $0.97$ at $k=10\kappa$, $0.125$ at $k=\kappa$ and about $10^{-6}$ at $k=0.1\kappa$. Running stops below the electron mass, and $\alpha_{k\to0}$ is the measured $\alpha$, which governs the Coulomb force at long distance.

To integrate, put $v=1+k^2/\kappa^2$, so that $k\,dk=\kappa^2dv/2$ and $k^4=\kappa^4(v-1)^2$. With $v_\Lambda=1+\Lambda^2/\kappa^2$,
\begin{align}
I\equiv\int_0^\Lambda\frac{k^5dk}{(k^2+\kappa^2)^3}
&=\frac12\int_1^{v_\Lambda}\Big(\frac1v-\frac2{v^2}+\frac1{v^3}\Big)dv\nonumber\\
&=\frac12\Big[\ln v_\Lambda+\frac{2}{v_\Lambda}-\frac{1}{2v_\Lambda^2}-\frac32\Big].
\end{align}
For $\Lambda\gg\kappa$ this tends to $\ln(\Lambda/\kappa)-\frac34$, with an error of order $\kappa^2/\Lambda^2$. Thus
\begin{equation}
\frac1\alpha=\frac1{\alpha_\Lambda}+b\Big(\ln\frac\Lambda\kappa-\frac34\Big).
\label{result}
\end{equation}

\section{Second derivation: the energy of the Dirac sea}

\subsection{Levels in the field}

Now work in real time with the Hamiltonian $H=c(\boldsymbol\alpha\cdot\boldsymbol\Pi+\beta\kappa)$. In its square the Dirac matrices again leave one commutator:
\begin{equation}
H^2/c^2=\kappa^2+k_z^2+\Pi_1^2+\Pi_2^2+B\,i\alpha_1\alpha_2 .
\end{equation}
Because $[\Pi_1,\Pi_2]=iB$, the operator $\Pi_1^2+\Pi_2^2$ is an oscillator with levels $(2\nu+1)B$. The spin term adds $\pm B$, with two spinor components for each sign. The energies are therefore $\pm c\sqrt{\kappa^2+k_z^2+2nB}$. The level $n=0$ arises from $\nu=0$ with the lower sign, giving two states. Each $n\ge1$ arises in two ways, giving four. The matrix $\beta\gamma_5$ anticommutes with $H$ and pairs every state with one of opposite energy, so the negative-energy multiplicities are $g_0=1$ and $g_{n\ge1}=2$.

In the gauge $a=(0,Bx,0)$ the orbit centre is $x=k_y/B$. Over an area $L_xL_y$, $k_y$ has spacing $2\pi/L_y$ and range $BL_x$, so each level holds $B/(2\pi)$ states per unit area. Filling the sea gives the energy density
\begin{equation}
c\,\varepsilon=-c\,\frac{B}{2\pi}\sum_{n\ge0}g_n\int\frac{dk_z}{2\pi}\sqrt{k_z^2+\kappa^2+2nB}.
\end{equation}
The classical field energy density is $c\,B^2/(8\pi\alpha_0)$, where $\alpha_0$ is the bare coupling in this scheme. The $B^2$ part of $\varepsilon$ thus adds to $B^2/(8\pi\alpha_0)$.

\subsection{Making the sum finite}

The sum diverges. Add contributions of fictitious fields with masses $\kappa_i$ and weights $c_i$, where $i=0$ is the electron with $c_0=1$ and $\kappa_0=\kappa$, such that
\begin{equation}
\sum_ic_i=\sum_ic_i\kappa_i^2=\sum_ic_i\kappa_i^4=0 .
\label{conditions}
\end{equation}
One choice is $\kappa_i^2=\kappa^2+iM^2$ for $i=0,1,2,3$ with weights $1,-3,3,-1$. This forms a third difference, which annihilates quadratic polynomials. The mass $M$ plays the part of the cutoff.

Write $v_i=u+\kappa_i^2$ with $u=2nB$. For large $K$,
\begin{equation}
\int_{-K}^{K}\!\sqrt{k_z^2+v}\,dk_z=K^2+\frac v2+v\ln(2K)-\frac v2\ln v+O\!\left(\frac{v^2}{K^2}\right).
\end{equation}
The weighted sum removes the first three terms, since $\sum_ic_i=\sum_ic_iv_i=0$. With the factor $-1/(2\pi)$ the integral over $k_z$ becomes
\begin{equation}
h(u)=\frac1{4\pi}\sum_ic_i\,v_i\ln v_i .
\end{equation}
By \eqref{conditions}, $h$ falls as $1/u^2$ at large $u$, so the level sum converges.

\subsection{The sum over levels}

The multiplicities turn the sum into a trapezoidal rule of step $\delta=2B$:
\begin{equation}
\varepsilon=\frac{B}{2\pi}\Big[h(0)+2\sum_{n\ge1}h(2nB)\Big]
=\frac{1}{2\pi}\,\delta\Big[\tfrac12h(0)+\sum_{n\ge1}h(n\delta)\Big].
\end{equation}
Compare this with the integral of $h$. Expanding about the midpoint of one interval, the trapezoid is $\delta h+\delta^3h''/8$ and the integral is $\delta h+\delta^3h''/24$. They differ by $\delta^3h''/12$. Summed over intervals, this is $\frac{\delta^2}{12}\int_0^\infty h''du=-\frac{\delta^2}{12}h'(0)$ to order $\delta^2$. The integral of $h$ itself is the field-free energy. Using $\delta^2=4B^2$ and
\begin{equation}
h'(0)=\frac1{4\pi}\sum_ic_i(\ln\kappa_i^2+1)=\frac1{2\pi}\sum_ic_i\ln\kappa_i ,
\end{equation}
the field-dependent part is
\begin{equation}
\Delta\varepsilon=-\frac1{2\pi}\frac{B^2}{3}h'(0)=-\frac{B^2}{12\pi^2}\sum_ic_i\ln\kappa_i .
\end{equation}
Multiplication by $8\pi/B^2$ gives $1/\alpha-1/\alpha_0=-b\sum_ic_i\ln\kappa_i$, with the same $b=2/(3\pi)$. For the stated masses and $M\gg\kappa$,
\begin{equation}
\frac1\alpha=\frac1{\alpha_0}+b\Big(\ln\frac M\kappa-\frac12\ln\frac83\Big).
\label{sea}
\end{equation}
The energy rises with $B^2$, so the regulated vacuum is diamagnetic. Lorentz invariance gives the electric part of $f^2$ the same coefficient, and the vacuum therefore screens charge, as before.

\section{What each derivation assumes}

Equations \eqref{result} and \eqref{sea} have the same logarithm and different constants. Multiplying a cutoff by a number $\eta$ shifts the constant by $b\ln\eta$, which a change of bare coupling absorbs. The constant belongs to the definition of the cutoff; $b$ does not. A comparison free of this ambiguity applies the weights $c_i$ to \eqref{result}. By $\sum_ic_i=0$ both $\Lambda$ and the constant drop out, leaving $-b\sum_ic_i\ln\kappa_i$, as in the second derivation. For squared masses $1,2,3,4$ in units of $\kappa^2$, the numerical level sum, extrapolated to $B\to0$ from $B=0.05\kappa^2$ and $0.1\kappa^2$, and this formula both give $0.018027$.

The first derivation assumes that a ball in kinetic phase space is an acceptable cutoff. It respects gauge and rotation invariance, but its shells are not projections onto sets of eigenstates. In return it assigns a contribution to each scale and shows how running stops near $\kappa$. The detailed shape of that threshold belongs to this choice of shell, and $\alpha_k$ is not the coupling seen at momentum transfer $k$. The one-loop coupling at spacelike momentum transfer $Q$ has the same $b$, but its constant is $-\frac56$ in place of $-\frac34$, and its running dies off as $Q^2$ rather than $k^6$: the corresponding factor is about $0.002$ at $Q=0.1\kappa$. Integrating the full finite-field expression \eqref{symbol} numerically over the shell from $\kappa$ to $3\kappa$ and extrapolating to $B\to0$ from $B=0.02\kappa^2$ and $0.04\kappa^2$ gives a shift of $0.098616$ in $1/\alpha$, in agreement with \eqref{flow}.

The second derivation needs no phase-space symbol and no Euclidean time. It assumes a filled sea and fictitious fields, some with negative weight, which are a device and not particles. It yields the total shift, not its distribution over wavenumbers.

Both assume one loop, a weak and slowly varying field, and one charged species.

\section{Triviality and its conditions}

Hold $\alpha_\Lambda>0$ fixed in \eqref{result} and write $L=\ln(\Lambda/\kappa)$. Then
\begin{equation}
\alpha=\frac{1}{1/\alpha_\Lambda+b(L-\frac34)}\;\longrightarrow\;\frac1{bL}=\frac{3\pi}{2\ln(\Lambda/\kappa)} .
\label{trivial}
\end{equation}
The bare coupling drops out of the leading term. If the cutoff is removed in this way, the long-distance theory is free. In atomic units the statement reads $c=1/\alpha\to\infty$. A hydrogen atom then keeps a binding energy of about $\frac12$ in these units, but this becomes vanishingly small compared with the electron rest energy $c^2$.

Higher orders replace $b$ in the flow at $k\gg\kappa$ by $b[1+r(\alpha_k)]$. Suppose that $r$ is continuous, that $r=O(\alpha)$ at small $\alpha$, and that $1+r>0$ on $(0,\alpha_\Lambda]$. Then $1+r$ has a positive lower bound there, so $1/\alpha_k$ grows without limit over a long enough range of $\ln k$. Hence $\alpha_k\to0$ and $r\to0$, the average of $1+r$ over the range tends to 1, and \eqref{trivial} keeps its leading form. For $r=C\alpha$ the extra term in $1/\alpha$ is $C\int b\,dL/(1/\alpha)\approx C\int dL/L=C\ln L$, a double logarithm of the cutoff.

The argument fails if $1+r$ vanishes at some coupling between 0 and $\alpha_\Lambda$. For continuously differentiable $r$, the flow needs an infinite range of $\ln k$ to reach such a coupling. It therefore cannot cross it, and $\alpha$ does not tend to zero. One loop cannot exclude this at strong coupling, so \eqref{trivial} is not a nonperturbative proof.

Read in the other direction, a fixed $\alpha>0$ limits the cutoff. Positivity of $1/\alpha_\Lambda$ in \eqref{result} requires
\begin{equation}
\ln\frac\Lambda\kappa<\frac{3\pi}{2\alpha}+\frac34 .
\label{pole}
\end{equation}
At the upper end, the Landau pole, the one-loop bare coupling diverges. The formula loses its justification before that point, so the pole signals that the approximation has already broken down; it is not a computed physical event.

\section{Numbers}

Take the measured $1/\alpha=137.0360$ and the electron rest energy $510\,999$ eV, with the electron as the only charged field. For a cutoff energy of $10^9$ eV, $L=\ln(10^9/510\,999)=7.579$, and
\begin{equation}
\frac1{\alpha_\Lambda}=137.0360-0.212207\,(7.579-0.75)=135.587 .
\end{equation}
At $10^{12}$ eV the result is $134.121$. Three decades change the inverse coupling by about 1\%. These are one-loop values for this cutoff. The coupling at momentum transfer $Q$, with its constant $-\frac56$, gives $135.604$ and $134.139$ instead, and the two-loop term $r=3\alpha/(4\pi)$ lowers the two values by about $0.003$ and $0.005$. Real vacuum polarization at these energies also includes the other charged particles. The bound \eqref{pole} is $L<4.71239\times137.0360+0.75=646.52$, which corresponds to about $10^{286.5}$ eV. Only the rough size of this exponent has meaning: the two-loop term alone lowers the bound on $L$ by about 7, or three decades in energy.

Now fix the bare coupling at 1 and raise the cutoff. This value is not small, so the first stretch of the flow illustrates the one-loop formula and is not an accurate prediction. For $\Lambda/\kappa=10^{100}$, $L=230.259$ and
\begin{equation}
\frac1\alpha=1+0.212207\,(230.259-0.75)=49.70,\qquad \alpha=0.0201 .
\end{equation}
The product $\alpha bL$ is $0.983$. A bare coupling of $0.1$ gives $\alpha=0.0170$ and a product of $0.832$: the memory of the bare value fades slowly, because $1/\alpha_\Lambda$ competes with a logarithm. At $\Lambda/\kappa=10^{10000}$ the products are $0.9998$ and $0.998$.

A hydrogen atom with an infinitely heavy nucleus shows what this means. Keep the electron mass and the reduced Compton length, $0.0038616$ angstrom, fixed. To leading order in $\alpha$ the radius is the Compton length divided by $\alpha$, and the binding energy is $\frac12\alpha^2$ times the rest energy. The measured coupling gives $0.529$ angstrom and $13.6$ eV. For bare coupling 1 the results are:
\begin{center}
\begin{tabular}{cccc}
$\Lambda/\kappa$ & $\alpha$ & radius (angstrom) & binding (eV)\\
$10^{10}$ & $0.175$ & $0.0221$ & $7.79\times10^{3}$\\
$10^{100}$ & $0.0201$ & $0.192$ & $103$\\
$10^{1000}$ & $0.00204$ & $1.89$ & $1.07$\\
$10^{10000}$ & $0.000205$ & $18.9$ & $0.0107$
\end{tabular}
\end{center}
The entries are values of the one-loop, leading-order formulas. Including $r=3\alpha/(4\pi)$ in the flow lowers the binding by about 12\% in the first row, 3\% in the second and under 1\% in the last two; the Dirac energy raises the first by about 1\%. In the first two rows the atom is tighter than the real one, because $\alpha$ still exceeds its measured value. As the cutoff rises further, the atom swells and its binding disappears.

Finally, the model correction $r=\alpha$, with bare coupling 1 and no mass threshold, gives $\alpha bL=0.856$, $0.9963$ and $0.99994$ at $L=10^2$, $10^4$ and $10^6$. The leading law survives this correction and is approached slowly, as the double logarithm implies.

\section*{Computed results}
\begin{verbatim}
flow coefficient b = 2/(3 pi): 0.212207
limit of alpha*ln(cut/kappa), 1/b: 4.71239
symbol test, largest relative error: 3.6e-14
shell k/kappa 1 to 3, shift of 1/alpha, integral: 0.098616
same shell, formula: 0.098616
Landau-level sea, shift of 1/alpha, sum: 0.018027
same sea, formula: 0.018027
flow equation test, largest relative error: 4.6e-11
flow weight at k/kappa = 0.1: 9.706e-07
flow weight at k/kappa = 1: 1.250e-01
flow weight at k/kappa = 10: 9.706e-01
electron rest energy: 510999.0 eV
reduced Compton length: 0.0038616 angstrom
measured 1/alpha: 137.0360
Bare coupling needed for the measured alpha (electron only):
  cutoff 1e+04 eV: 1/alpha_cut = 137.0360
  cutoff 1e+06 eV: 1/alpha_cut = 136.9864
  cutoff 1e+09 eV: 1/alpha_cut = 135.5868
  cutoff 1e+12 eV: 1/alpha_cut = 134.1209
Landau pole, ln(cut/kappa): 646.52
Landau pole, log10(energy/eV): 286.49
hydrogen at measured alpha: radius 0.52918 angstrom, binding 13.6057 eV
Fixed bare coupling, rising cutoff (fixed electron mass):
  log10(cut/kappa) = 10, ln = 23.026
    alpha: bare 1 -> 1.7461e-01, bare 0.1 -> 6.7902e-02
    alpha*b*ln: bare 1 -> 0.85318, bare 0.1 -> 0.33179
    atom, bare 1: radius 2.2116e-02 angstrom, binding 7.7897e+03 eV
  log10(cut/kappa) = 100, ln = 230.259
    alpha: bare 1 -> 2.0119e-02, bare 0.1 -> 1.7035e-02
    alpha*b*ln: bare 1 -> 0.98308, bare 0.1 -> 0.83236
    atom, bare 1: radius 1.9193e-01 angstrom, binding 1.0342e+02 eV
  log10(cut/kappa) = 1000, ln = 2302.585
    alpha: bare 1 -> 2.0430e-03, bare 0.1 -> 2.0062e-03
    alpha*b*ln: bare 1 -> 0.99828, bare 0.1 -> 0.98026
    atom, bare 1: radius 1.8901e+00 angstrom, binding 1.0665e+00 eV
  log10(cut/kappa) = 10000, ln = 23025.851
    alpha: bare 1 -> 2.0462e-04, bare 0.1 -> 2.0425e-04
    alpha*b*ln: bare 1 -> 0.99983, bare 0.1 -> 0.99799
    atom, bare 1: radius 1.8872e+01 angstrom, binding 1.0698e-02 eV
Model corrected flow b(1+alpha), bare coupling 1:
  ln(cut/kappa) = 1e+02: alpha*b*ln = 0.856466
  ln(cut/kappa) = 1e+04: alpha*b*ln = 0.996258
  ln(cut/kappa) = 1e+06: alpha*b*ln = 0.999941
\end{verbatim}
